From the static Bethe–Salpeter equation to the Wannier exciton series

## I. Electron–hole pairs with a static interaction

A closed-shell system has quasiparticle orbitals φ_p(x) with energies ε_p. The variable x contains position and spin, but the spatial orbitals and energies are the same for both spins. Occupied orbitals are called i, j, empty ones a, b, and a gap separates them. Hartree atomic units are used. The bare Coulomb interaction is v and the screened one is W.

The one-particle Green's function is G(1,2) = −i⟨T ψ(1)ψ†(2)⟩, where 1 means x₁,t₁. The density matrix is its equal-time limit,

ρ(x,x′,t) = ⟨ψ†(x′,t)ψ(x,t)⟩ = −i G(xt, x′t⁺).

The self-energy beyond the Hartree potential is of GW form, Σ = iGW. The problem is to find the neutral excitations, sort them by spin, and then find the bound states of an electron and a hole in a semiconductor.

### (a) Find how the density matrix responds to a weak probe u(x,x′,t), and state where the approximations enter.

**Solution.** The probe adds to the one-particle Hamiltonian, so

G⁻¹ = G₀⁻¹ − u − V_H − Σ.

Varying G G⁻¹ = 1 gives δG = −G (δG⁻¹) G, hence

δG = G (u + δV_H + δΣ) G.

This is the Bethe–Salpeter equation in response form: the response appears on both sides, because δV_H and δΣ depend on δG. The Hartree part is

δV_H(x) = ∫ v(x,y) δρ(y,y) dy.

The variation of iGW has two terms, i(δG)W and iG(δW). Two approximations are made:

1. The term with δW, the change of screening caused by the pair itself, is dropped.
2. In the remaining term W is instantaneous, W(1,2) = W(x₁,x₂) δ(t₁−t₂).

Only equal times then enter. Since δG(xt,x′t⁺) = iδρ(x,x′,t), the factor i·i gives

δΣ(x,x′,t) = −W(x,x′) δρ(x,x′,t).

The minus sign makes this an attraction between electron and hole, as part (c) shows. I write the total induced field as

δh(x,x′) = δ(x,x′) ∫ v(x,y)δρ(y,y)dy − W(x,x′)δρ(x,x′).

A third approximation concerns the lines G. They are taken as quasiparticle lines of unit weight, diagonal in the orbitals φ_p. The energies ε_p may come from a fuller calculation; the static assumption is needed for the kernel.

### (b) Remove the internal frequency.

**Solution.** Expand δρ(x,x′) = Σ_pq φ_p(x)φ_q*(x′) δρ_pq, and write u_pq for ∫φ_p* u φ_q. For a probe of frequency ω,

δρ_pq(ω) = −i ∫ dω′/2π e^{iω′0⁺} G_p(ω′+ω) G_q(ω′) (u + δh)_pq.

The field u + δh depends on ω but not on ω′, because the interaction is instantaneous. It therefore stands outside the integral, and only the product of two Green's functions must be integrated. A frequency-dependent W would not allow this step.

Start with a small real ω and turn the ω′ contour onto the imaginary axis. With energies ξ_p measured from a point in the gap, occupied poles lie just above the negative real axis and empty ones just below the positive real axis, and this also holds for the shifted poles ω′ = ξ_p − ω of the first factor as long as |ω| is smaller than every |ξ_p|. The rotation therefore crosses none. After the rotation, ω can be moved to iν for any real ν, because the shifted poles keep a nonzero real part and never reach the new contour. The rotation replaces dω′ by i dω′, and −i·i = 1:

R⁰_pq(iν) = ∫ dω′/2π · 1/(iω′+iν−ξ_p) · 1/(iω′−ξ_q).

The integrand falls off as 1/ω′², so the contour may be closed in the upper half plane, where the integral equals i times the sum of residues. The second factor has its pole at ω′ = −iξ_q, in the upper half plane if q is occupied. Its residue factor is 1/i, so it contributes f_q/(iν−ξ_p+ξ_q), where f is the occupation, 1 or 0. The first factor has its pole at iω′ = ξ_p−iν and contributes f_p/(ξ_p−iν−ξ_q). Adding them and continuing iν → ω,

R⁰_pq(ω) = (f_q − f_p)/(ω − ε_p + ε_q).

Pairs of two occupied or two empty orbitals drop out. What remains is

δρ_ai = (u+δh)_ai/(ω−Δ_ai),  δρ_ia = −(u+δh)_ia/(ω+Δ_ai),  Δ_ai = ε_a − ε_i.

### (c) Write the result as a matrix equation.

**Solution.** Define

(pq|rs) = ∫∫ φ_p*(x)φ_q(x) v(x,x′) φ_r*(x′)φ_s(x′) dx dx′,

and the same with subscript W when W replaces v. Inserting the expansion of δρ into δh gives

δh_pq = Σ_rs [ (pq|sr) − (pr|sq)_W ] δρ_rs.

In the first term the density carries φ_rφ_s*, which explains the order sr. In the second, φ_p* and φ_r share the point x, while φ_s* and φ_q share x′.

Let X_ai = δρ_ai and Y_ai = δρ_ia. Multiplying the two equations of part (b) by their denominators,

Δ_ai X_ai + δh_ai − ωX_ai = −u_ai,
Δ_ai Y_ai + δh_ia + ωY_ai = −u_ia.

The coefficients of X_bj and Y_bj in the first line define

A_ai,bj = Δ_ai δ_ab δ_ij + (ai|jb) − (ab|ji)_W,
B_ai,bj = (ai|bj) − (aj|bi)_W.

Interchanging the two orbitals in every pair conjugates an integral, so the second line contains B* and A*. With z = (X,Y), the vector u = (u_ai,u_ia), and

S = [[A, B],[B*, A*]],  N = diag(1, −1),

the Bethe–Salpeter equation has become

(S − ωN) z = −u.

In A, the W term is the interaction of the electron density φ_a*φ_b with the density φ_j*φ_i of the occupied orbitals, with a minus sign: the direct electron–hole attraction. The v term is electron–hole exchange, the interaction of two transition densities.

### (d) Find the free oscillations and the response. When are the frequencies real?

**Solution.** Without a probe,

S z = Ω N z.

S is Hermitian. Suppose that it is also positive definite. Then z†Sz = Ω z†Nz has a positive left side, while z†Nz is real; so Ω is real and nonzero. If (X,Y) belongs to Ω, complex conjugation and exchange of the two rows show that (Y*,X*) belongs to −Ω.

The substitution y = S^{1/2}z turns the problem into S^{1/2}NS^{1/2}y = Ωy, a Hermitian one, so the modes are complete. Modes of different Ω obey z_m†Nz_n = 0, and within a degenerate set they can be chosen so. Normalize them to z_n†Nz_n = σ_n, the sign of Ω_n.

Insert z = Σ_n c_n z_n into the driven equation and multiply by z_m†. This gives c_m σ_m(Ω_m−ω) = −z_m†u, and therefore

u†z = −Σ_n σ_n |z_n†u|²/(Ω_n − ω).

The poles of the response are the eigenvalues.

The same expansion gives z†Sz = Σ|c_n|²|Ω_n| and z†Nz = Σσ_n|c_n|². The lowest positive root is thus the minimum of z†Sz/z†Nz over vectors with z†Nz > 0. Setting Y = 0 restricts the vectors and leaves A X = E X, the Tamm–Dancoff approximation. Its lowest energy cannot lie below the lowest root of the full problem.

If S is not positive definite, these conclusions lose their basis, and the assumed reference state may be unstable.

### (e) Separate the spins.

**Solution.** Use spatial orbitals from here on. Spin integration requires equal spins in each orbital pair sharing a point. In A the v term (ai|jb) needs σ_a = σ_i and σ_b = σ_j; the W term (ab|ji)_W needs σ_a = σ_b and σ_i = σ_j. Thus v connects spin-conserving transitions, with equal strength between equal and opposite spins, whereas W keeps the spin of each line.

For the two spin-conserving transitions ↑↑ and ↓↓ the interaction is

v [[1,1],[1,1]] − W [[1,0],[0,1]].

The even combination (↑↑+↓↓)/√2 is the singlet. The matrix of ones gives it a factor 2:

singlet kernel: 2v − W.

The odd combination gets a factor 0. In the two spin-flip transitions the v term vanishes at once. These three form the triplet:

triplet kernel: −W.

The same count holds for B, whose W term connects a flip in X with the component of Y that carries the same change of spin. Written out for spatial orbitals, with g = 2 for singlets and g = 0 for triplets,

A = Δ + g(ai|jb) − (ab|ji)_W,  B = g(ai|bj) − (aj|bi)_W.

The two matrices differ by S_singlet − S_triplet, whose quadratic form is

2 ∫∫ n*(r) v(r,r′) n(r′) dr dr′,  n = Σ_ai (X_ai φ_aφ_i* + Y_ai φ_iφ_a*).

It is not negative, because v is a positive interaction. By the minimum principle of part (d), the lowest singlet is not below the lowest triplet when the same orbitals and W are used and both matrices are positive definite. For the same reason the singlet matrix cannot lose positivity before the triplet matrix does.

The separation would fail with spin–orbit coupling or a spin-polarized reference.

### (f) Apply this to four electrons on a ring of four sites.

**Solution.** The sites form a square of side 3.0 bohr. Their energies are −0.25, 0.22, −0.20 and 0.28 hartree. The hopping is 0.10 hartree with a phase of 0.30 rad per bond, which makes the orbitals complex. The interaction is v = 1/√(r²+s²) with s = 2.0 bohr, and W follows from static random-phase screening of v.

The sites are inequivalent, so the elements of W differ slightly from site to site. On the first site (energy −0.25 hartree) the on-site interaction falls from 0.5000 to 0.4810 hartree, but the value between the first and second sites rises from 0.2774 to 0.2815. This is allowed. With the static response χ₀ of independent electrons, which is not positive, W = (v⁻¹−χ₀)⁻¹ is not larger than v as a matrix: v − W has no negative eigenvalue. That keeps the diagonal elements from rising but does not fix the sign of the change elsewhere.

The quasiparticle gap is 0.4707 hartree. The lowest excitations, in hartree, are:

- singlet: 0.19606, and 0.19632 without B;
- triplet: 0.18186, and 0.18226 without B.

The singlet lies 0.19606 − 0.18186 = 0.0142 hartree above the triplet. Dropping B raises the two energies by 0.13 and 0.22 percent of their full values, in the direction required by part (d).

The numerical check solves the four-point equation directly, with the frequency integral done by quadrature. For a charge probe on the first site at ω = 0.30i hartree, both this solution and the mode sum give −0.337522 hartree⁻¹. A spin-z probe gives −0.375905. A spin flip gives −0.187952, half as much, because it drives one spin transition instead of two. The linearized equation of motion also confirms that each triplet root occurs three times for each singlet root's one.

## II. Weakly bound pairs in a crystal

From the first half: a, b are empty and i, j occupied spatial orbitals. With B neglected, the pair amplitudes obey AX = EX, where

A_ai,bj = (ε_a−ε_i)δ_abδ_ij + g(ai|jb) − (ab|ji)_W.

Here (pq|rs) has φ_p*φ_q at one point and φ_r*φ_s at the other, the subscript W marks the screened interaction, and g is 2 for singlets and 0 for triplets.

The crystal has one valence band v and one conduction band c, both nondegenerate apart from spin, with extrema at k = 0. Its volume is V and its cell volume Ω_c. The Bloch orbitals are φ_nk = V^{−1/2}e^{ik·r}u_nk(r), and the mean of |u_nk|² over a cell is one.

### (g) Obtain the equation for a triplet pair of zero total momentum.

**Solution.** Zero total momentum pairs the conduction state k with the valence state k. Put a = ck, i = vk, b = ck′, j = vk′, and call the amplitude A_k. The attraction contains

φ_ck*(r)φ_ck′(r) W(r,r′) φ_vk′*(r′)φ_vk(r′).

Its plane-wave factors combine to e^{−i(k−k′)·(r−r′)}/V². Three simplifications are made for a pair built from small k:

1. At distances much larger than a cell, W(r,r′) = 1/(ε|r−r′|), with a static, isotropic dielectric constant ε.
2. The periodic products u_ck*u_ck′ and u_vk′*u_vk are replaced by their cell averages. Their other Fourier components carry a reciprocal lattice vector and see W at large momentum, where it is small compared with W at |k−k′|.
3. The averages, which are the overlaps ⟨u_ck|u_ck′⟩ and ⟨u_vk′|u_vk⟩, are set to one. If the phases are chosen so that ⟨u_n0|u_nk⟩ is positive, the first-order change of u_nk is orthogonal to u_n0. The overlaps then differ from one only in second order in the momenta.

One integration over r+r′ gives V, and the other gives the Fourier transform W(q) = 4π/(εq²). The triplet equation is

(E_ck − E_vk) A_k − (1/V) Σ_k′ W(k−k′) A_k′ = E A_k.

The neglected B couples X to Y. From the second row of the eigenproblem, Y ≈ −(A*+E)⁻¹B*X, so its effect on X is −B(A*+E)⁻¹B*X. The lowest eigenvalue of A* is E itself, so the denominator is at least about twice the gap E_g, and larger for the pairs at large k that B also reaches. Neglecting B thus requires its matrix elements, acting on the bound state, to be small enough that this second-order term is small compared with the binding energy.

### (h) Turn it into an equation in real space.

**Solution.** Near isotropic parabolic extrema with positive electron and hole masses m_e and m_h,

E_ck − E_vk = E_g + k²/(2m_e) + k²/(2m_h) = E_g + k²/(2μ),

1/μ = 1/m_e + 1/m_h.

Define the envelope

φ(r) = V^{−1/2} Σ_k A_k e^{ik·r}.

If Σ|A_k|² = 1, then ∫|φ|²d³r = 1. The factor k² becomes −∇². For the interaction, set q = k−k′:

V^{−1/2} Σ_k e^{ik·r} (1/V) Σ_k′ W(k−k′)A_k′ = [(1/V) Σ_q W(q)e^{iq·r}] φ(r) = φ(r)/(εr).

Therefore

[−∇²/(2μ) − 1/(εr)] φ(r) = (E − E_g) φ(r).

The coordinate r is the separation of electron and hole. The equation is that of a hydrogen atom with reduced mass μ and attraction weakened by ε.

### (i) Solve for the bound states, including the density of s states at zero separation.

**Solution.** Write φ = U(r)Y_lm/r and E−E_g = −κ²/(2μ). Multiplication of the radial equation by −2μ gives

U″ − l(l+1)U/r² + 2U/(ar) − κ²U = 0,  a = ε/μ.

The regular solution starts as r^{l+1} and a bound one decays as e^{−κr}, up to powers of r. Set U = r^{l+1}e^{−κr}F(r). Differentiation and division by r^l e^{−κr} give

rF″ + [2(l+1) − 2κr]F′ + [2/a − 2κ(l+1)]F = 0.

For F = Σ_j c_j r^j, the coefficient of r^j is

(j+1)(j+2l+2)c_{j+1} = 2[κ(j+l+1) − 1/a]c_j.

If the series did not end, c_{j+1}/c_j would approach 2κ/j, as in the series of e^{2κr}, and U would grow. It must end at some j = n_r, which requires κ = 1/(na) with n = n_r+l+1. Since 1/(2μa²) = μ/(2ε²),

E_n = E_g − μ/(2ε²n²),  n = 1, 2, 3, …

This is the Wannier series. The energy does not depend on l for l = 0,…,n−1. The degeneracy comes from the pure 1/r form of W, so a short-distance change of W can lift it.

For the density at r = 0, take l = 0 and normalize ∫U²dr = 1. The radial equation is U″ = 2μ(V_C−E_b)U, with V_C = −1/(εr) and E_b = E_n−E_g. Multiply by U′ and integrate from zero to infinity. The left side is −½U′(0)². On the right, (V_C−E_b)U² vanishes at both ends, since U ∝ r near zero; integration by parts leaves −μ⟨V_C′⟩. Hence

U′(0)² = 2μ⟨V_C′⟩ = (2μ/ε)⟨1/r²⟩ = (2/a)⟨1/r²⟩.

To find ⟨1/r²⟩, differentiate the energy with respect to l at fixed n_r. The series solution remains valid for non-integer l ≥ 0. By the Hellmann–Feynman theorem,

(2l+1)⟨1/r²⟩/(2μ) = ∂/∂l [−1/(2μa²(n_r+l+1)²)] = 1/(μa²n³).

At l = 0 this is ⟨1/r²⟩ = 2/(a²n³), so U′(0)² = 4/(a³n³). Since φ(0) = U′(0)/√(4π),

|φ_ns(0)|² = 1/(πa³n³).

For l > 0 the envelope vanishes at r = 0.

### (j) What does exchange do to the singlets?

**Solution.** The singlet has the extra term 2(ai|jb). For zero total momentum the plane waves in φ_ck*φ_vk cancel, leaving the periodic function p_k = u_ck*u_vk. Its cell average vanishes, because the two bands are orthogonal at the same k. Let p_G be its Fourier components. Near k = 0 their dependence on k can be neglected, and the term becomes J/V, where

J = 2 Σ_{G≠0} (4π/G²)|p_G|² = 2IΩ_c.

The last equality defines the exchange integral I per cell. A constant J in momentum space is Jδ(r) in real space: exchange acts when electron and hole meet in the same cell. To first order it raises an s singlet by

δE_n = J|φ_ns(0)|² = J/(πa³n³).

The Wannier series is therefore the triplet result, or the singlet result when this shift can be neglected. Relative to the binding energy, which falls as 1/n², the shift falls as 1/n.

The delta function is a first-order device. In second order, intermediate states contribute an integral of k²dk/k², which grows without limit at large k. The actual exchange has a range of the order of a cell, and this keeps the integral finite.

There is one more term for a small but nonzero total momentum Q. The overlap of u_c,k+Q with u_vk then starts as Q·D, where D is the interband matrix element. The exchange term contains

2 · 4π|Q·D|²/Q²,

which does not vanish as Q → 0 and depends on the direction of Q. If D ≠ 0, it raises the singlet by an amount that depends on the angle between Q and D and vanishes when Q·D = 0. It is absent from the short-range J and is left out of the following numbers. For Q along D this bare matrix element is 8π|D|². In a crystal the same term also couples the exciton to all other transitions and to Y, and this screens it: the shift becomes about 8π|D|²|φ(0)|²/ε_b, where ε_b is the dielectric constant due to the other transitions. Even so, 8π|D|²/ε_b need not be small compared with J, so the singlet shifts below describe pairs with Q·D = 0.

### (k) Evaluate the series for m_e = 0.2, m_h = 0.8, ε = 10 and E_g = 0.08 hartree.

**Solution.** These are round model parameters. They give

μ = 0.2·0.8/(0.2+0.8) = 0.16,
a = 10/0.16 = 62.5 bohr,
μ/(2ε²) = 0.16/200 = 8.00×10⁻⁴ hartree = 21.77 meV.

The last number, the exciton Rydberg, is the binding energy for n = 1. The levels are:

- n = 1: 0.08 − 0.00080000 = 0.0792000 hartree;
- n = 2: 0.08 − 0.00020000 = 0.0798000 hartree;
- n = 3: 0.08 − 0.00008889 = 0.0799111 hartree;
- n = 4: 0.08 − 0.00005000 = 0.0799500 hartree.

Diagonalization of the momentum-space equation gives binding energies of 8.00000×10⁻⁴ hartree for 1s and 5.00006×10⁻⁵ for 4s. The 2s and 2p values are both 2.00000×10⁻⁴, which confirms their degeneracy in this model.

For exchange take Ω_c = 300 bohr³ and I = 0.02 hartree, so J = 2·0.02·300 = 12 hartree bohr³. The 1s density at zero separation is 1/(π·62.5³) = 1.304×10⁻⁶ bohr⁻³. The first-order singlet shift is

12 · 1.304×10⁻⁶ = 1.565×10⁻⁵ hartree = 0.426 meV,

about 2 percent of the binding energy. For 2s it is 1.956×10⁻⁶ hartree, one eighth as much.

### (l) How far can these numbers be trusted?

**Solution.** Consider first the range of exchange. Replace the constant kernel J by J g(k)g(k′), with g = e^{−k²s²/2} and s = 2.0 bohr. Diagonalization then gives a 1s shift of 1.269×10⁻⁵ hartree, 19 percent below the first-order contact value. The range s is a model choice and the reduction depends on it: for s = 0.5 or 6.7 bohr it is about 30 percent.

Part of this can be calculated. The factor g replaces φ(0) by an average of φ over a normalized Gaussian, whose mean radius is s√(8/π) = 3.2 bohr. Since the 1s envelope is proportional to e^{−r/a}, the average is smaller than φ(0) by a factor of about 1−3.2/62.5 = 0.95. Its square lowers the shift by about 10 percent. The rest comes from the change of the envelope, which avoids the repulsion. By the variational principle this change can only lower the 1s energy below its first-order value.

The 2s shift falls to 1.595×10⁻⁶ hartree. The ratio of the two shifts is still 7.95, close to the value 8 of the n⁻³ law, although each shift has changed by almost a fifth.

Next consider the bands. A dispersion that is parabolic at small k and straightens at larger k is

E_ck−E_vk = E_g√(1+k²/(μE_g)) = E_g + k²/(2μ) − k⁴/(8μ²E_g) + …

To find its leading effect on 1s, use k²φ = 2μ(E_b+1/(εr))φ, with E_b = −1/(2μa²), 1/ε = 1/(μa), ⟨1/r⟩ = 1/a and ⟨1/r²⟩ = 2/a²:

⟨k⁴⟩ = 4μ²⟨(E_b+1/(εr))²⟩ = (4/a⁴)(1/4 − 1 + 2) = 5/a⁴.

The binding energy grows by 5/(8μ²E_ga⁴). Divided by the exciton Rydberg 1/(2μa²), this is 5/2 times the ratio of Rydberg to gap: 2.5·0.0008/0.08 = 2.5 percent. Diagonalization with the full square root, with the overlaps still set to one, gives 2.26 percent. With a gap ten times larger the gain is 0.238 percent. The band correction is thus small here because the binding energy is small compared with the gap. It is not the only correction of this order. If this dispersion comes from the mixing of conduction and valence states, the overlaps of part (g) differ from one by terms of order k²/(μE_g), which for k ≈ 1/a is again of the order of Rydberg over gap. Their modulus cannot exceed one, so they weaken the attraction, by an amount comparable to the band gain. The 2.26 percent is therefore not the net correction to the binding energy. The dispersion alone does not fix the overlaps, and even the sign of the net correction depends on how the Bloch functions vary with the direction of k.

Finally, the continuous coordinate r needs an exciton much larger than a cell. The numerical check replaces space by a simple cubic lattice with nearest-neighbour hopping and the on-site interaction W(0) = 3/ε in units of the inverse lattice constant. The 1s binding energy divided by the exciton Rydberg is:

- radius a of 1.5 cells: 1.309;
- 3 cells: 1.055;
- 6 cells: 1.011.

The hydrogen formula is 24 percent too low relative to the lattice result for the smallest exciton and about 1 percent too low for the largest. Both the size and the sign of these errors depend on the chosen W(0), which stands for the short-distance interaction that ε does not describe: with a weaker on-site attraction, such as W(0) = 2/ε, the lattice binding at radii of 1.5 and 3 cells falls below the exciton Rydberg. In the worked example a cubic cell would have an edge of 300^{1/3} = 6.7 bohr, so the exciton radius is about nine edges.

The static W sets a separate condition. The polarization included in ε must follow the relative motion of the pair, so its excitation energies must be large compared with the binding energy. If part of the screening comes from lattice vibrations whose energies are not large compared with the binding energy, an ε that includes them in full is not justified. Vibrations that are very much slower cannot follow the pair, and to a first approximation only the electronic ε remains. When the two energies are comparable, W depends on frequency on the scale that matters, and the frequency integral of part (b) can no longer be separated from the interaction.

Calculated quantities

```
RING MODEL, 4 sites, 4 electrons
hopping 0.10 hartree, bond phase 0.30 rad
site energies [-0.25  0.22 -0.2   0.28] hartree
side 3.0 bohr, softening 2.0 bohr
on-site v 0.5000, W 0.4810 hartree
neighbour v 0.2774, W 0.2815 hartree
quasiparticle gap 0.470690 hartree
lowest singlet, A and B 0.196064 hartree
lowest singlet, A only  0.196317 hartree
lowest triplet, A and B 0.181864 hartree
lowest triplet, A only  0.182257 hartree
probe frequency i*0.30 hartree; responses in 1/hartree:
  charge: equation -0.337522, modes -0.337522
  spin z: equation -0.375905, modes -0.375905
  spin flip: equation -0.187952, modes -0.187952
largest pair-propagator error 1.4e-15 1/hartree
largest spectrum error 1.9e-15 hartree
WANNIER MODEL
m_e 0.20, m_h 0.80, mu 0.1600 electron masses
eps 10.0, gap 0.0800 hartree
exciton radius 62.500 bohr
exciton Rydberg 8.000000e-04 hartree
exciton Rydberg 21.769 meV
n=1: E_n formula 0.0792000 hartree
  binding: formula 8.00000e-04, s 8.00000e-04 hartree
n=2: E_n formula 0.0798000 hartree
  binding: formula 2.00000e-04, s 2.00000e-04 hartree
n=3: E_n formula 0.0799111 hartree
  binding: formula 8.88889e-05, s 8.88893e-05 hartree
n=4: E_n formula 0.0799500 hartree
  binding: formula 5.00000e-05, s 5.00006e-05 hartree
2p binding computed 2.00000e-04 hartree
3p binding computed 8.88891e-05 hartree
4p binding computed 5.00005e-05 hartree
1s density at 0: computed 1.3038e-06, formula 1.3038e-06 bohr^-3
2s density at 0: computed 1.6297e-07, formula 1.6297e-07 bohr^-3
cell 300 bohr^3, I 0.020 hartree
J 12.00 hartree bohr^3, range 2.0 bohr
1s singlet shift: first order 1.565e-05, full 1.269e-05 hartree
2s singlet shift: first order 1.956e-06, full 1.595e-06 hartree
1s first-order shift 0.426 meV
weak-exchange shift ratio 1s/2s 7.999
nonparabolic 1s gain 2.26 percent
same, gap ten times larger 0.238 percent
lattice, radius 1.5 cells: binding/Rydberg 1.3090
lattice, radius 3.0 cells: binding/Rydberg 1.0552
lattice, radius 6.0 cells: binding/Rydberg 1.0114
```
